# When does a 1 eV barrier allow one jump per second?: a program that tests the result

```python
# Result under test: an atom with total jump rate
#   rate = prefactor * exp(-barrier / (k T))
# with prefactor 1e13 per second and barrier 1 eV jumps once per second
# on average at T_one = barrier / (k ln(prefactor / (1 per second))), near 388 K.
# Symbols: k Boltzmann constant, h Planck constant, T absolute temperature,
# u = h f / (k T) with f the vibration frequency in the well.
# The example is a random walk across a thin diffusion-barrier film.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

k_eV = const.k / const.e
h_eV = const.h / const.e
prefactor = 1.0e13        # 1/s, all exits together
barrier = 1.0             # eV
target = 1.0              # 1/s


def jump_rate(T, E=barrier, nu=prefactor):
    return nu * np.exp(-E / (k_eV * T))


def one_per_second(factor=lambda T: 1.0, E=barrier, nu=prefactor):
    """Temperature of one jump per second, by root search."""
    return brentq(lambda T: np.log(factor(T) * jump_rate(T, E, nu) / target),
                  200.0, 700.0, xtol=1e-10)


# Inversion formula against root search
log_ratio = np.log(prefactor / target)
T_one = barrier / (k_eV * log_ratio)
assert abs(T_one - one_per_second()) < 1e-6
assert abs(T_one - 388.0) < 0.5
kT = k_eV * T_one

# Mean wait from independent attempts, each with a small chance of success
chance = np.exp(-barrier / kT)


def survival(t):
    return np.exp(prefactor * t * np.log1p(-chance))


mean_wait = quad(survival, 0.0, 50.0, epsabs=1e-11, limit=200)[0]
assert abs(mean_wait - 1.0 / jump_rate(T_one)) < 1e-7
assert abs(survival(1.0) - np.exp(-jump_rate(T_one))) < 1e-9

# Classical flux over one side of a cosine barrier, from its definition
jump_nm = 0.25
jump_m = jump_nm * 1e-9
mass = barrier * const.e / (2 * jump_m**2 * prefactor**2)   # kg


def potential(s):         # eV, s = position / jump length
    return 0.5 * barrier * (1 - np.cos(2 * np.pi * s))


step = 1e-3
curvature = (potential(step) - 2 * potential(0.0) + potential(-step)) / step**2
frequency = np.sqrt(curvature * const.e / (mass * jump_m**2)) / (2 * np.pi)
assert abs(frequency / prefactor - 1) < 1e-5   # finite-difference error
positive_speed = quad(lambda v: v * np.exp(-v * v / 2) / np.sqrt(2 * np.pi),
                      0.0, 12.0)[0]


def anharmonic_factor(T):
    """Classical flux rate divided by its harmonic value, one exit."""
    well = 2 * quad(lambda s: np.exp(-potential(s) / (k_eV * T)),
                    0.0, 0.5, epsabs=1e-12)[0]
    speed = positive_speed * np.sqrt(const.k * T / mass)
    flux_rate = speed * np.exp(-barrier / (k_eV * T)) / (jump_m * well)
    return flux_rate / jump_rate(T)


c_anh = anharmonic_factor(T_one)
assert abs(c_anh - (1 - kT / (4 * barrier))) < (kT / barrier)**2

# Quantum factor: parabolic-top tunnelling and quantized harmonic well


def quantum_factor(T):
    half = h_eV * prefactor / (2 * k_eV * T)
    return np.sinh(half) / np.sin(half)


u = h_eV * prefactor / kT


def transmitted(y):       # y = (energy - barrier) / kT
    return np.exp(-y) / (1 + np.exp(-2 * np.pi * y / u))


tunnel = (quad(transmitted, -25.0, 0.0, limit=200)[0]
          + quad(transmitted, 0.0, 45.0, limit=200)[0])
levels = np.arange(200)
well_sum = np.sum(np.exp(-u * (levels + 0.5)))
well_gain = (1 / u) / well_sum       # classical over quantum partition sum
c_quant = quantum_factor(T_one)
assert abs(tunnel - (u / 2) / np.sin(u / 2)) < 1e-7
assert abs(well_gain - np.sinh(u / 2) / (u / 2)) < 1e-10
assert abs(tunnel * well_gain - c_quant) < 1e-6
T_limit = h_eV * prefactor / (2 * np.pi * k_eV)

# Sensitivity of the rate to temperature
slope = barrier / (k_eV * T_one**2)
dT = 0.01
slope_fd = np.log(jump_rate(T_one + dT) / jump_rate(T_one - dT)) / (2 * dT)
assert abs(slope_fd / slope - 1) < 1e-6

# Crossing a film: cubic walk, blocked entrance face, absorbing exit face
film_nm = 10.0
layers = int(round(film_nm / jump_nm))


def crossing_formula(rate):
    return 3 * layers * (layers + 1) / rate


def crossing_solved(rate):
    hop = rate / 6
    matrix = np.zeros((layers, layers))
    for i in range(layers):
        matrix[i, i] += hop
        if i + 1 < layers:
            matrix[i, i + 1] -= hop
        if i > 0:
            matrix[i, i] += hop
            matrix[i, i - 1] -= hop
    return np.linalg.solve(matrix, np.ones(layers))[0]


temperatures = [300.0, 358.0, T_one, 673.0]
for T in temperatures:
    r = jump_rate(T)
    assert abs(crossing_solved(r) / crossing_formula(r) - 1) < 1e-8
diffusivity = jump_nm**2 * jump_rate(T_one) / 6
continuum = film_nm**2 / (2 * diffusivity)
assert abs(crossing_solved(jump_rate(T_one)) / continuum
           - (1 + 1 / layers)) < 1e-8

# Barrier needed for a mean crossing time of ten years on a hot chip
T_chip = 358.0
life = 10 * const.Julian_year
E_need = k_eV * T_chip * np.log(prefactor * life / (3 * layers * (layers + 1)))
assert abs(crossing_solved(jump_rate(T_chip, E_need)) / life - 1) < 1e-7

# Shifts of the one-per-second temperature by neglected effects
exits = 6
E_fast = 0.8
dE = 0.05
cases = [
    ("1e13 per exit, six exits", one_per_second(lambda T: exits)),
    ("prefactor ten times smaller", one_per_second(nu=prefactor / 10)),
    ("barrier 0.05 eV higher", one_per_second(E=barrier + dE)),
    ("barrier 0.05 eV lower", one_per_second(E=barrier - dE)),
    ("half of crossings return", one_per_second(lambda T: 0.5)),
    ("anharmonic cosine well", one_per_second(anharmonic_factor)),
    ("quantum correction", one_per_second(quantum_factor)),
    ("fast path, 0.8 eV", one_per_second(E=E_fast)),
]
for c, T_found in ((exits, cases[0][1]), (0.1, cases[1][1]),
                   (0.5, cases[4][1])):
    assert abs(barrier / (k_eV * np.log(c * prefactor)) - T_found) < 1e-6

print(f"prefactor = {prefactor:.1e} 1/s")
print(f"barrier = {barrier:.2f} eV")
print(f"k = {k_eV:.6e} eV/K")
print(f"ln(prefactor / 1 per s) = {log_ratio:.4f}")
print(f"T for one jump per second = {T_one:.2f} K")
print(f"same in Celsius = {T_one - const.zero_Celsius:.1f} C")
print(f"kT there = {kT:.5f} eV")
print(f"success chance per attempt = {chance:.3e}")
print(f"mean wait from survival = {mean_wait:.6f} s")
print(f"chance of no jump in 1 s = {survival(1.0):.4f}")
print(f"rate at exactly 388 K = {jump_rate(388.0):.4f} 1/s")
print(f"d ln(rate)/dT = {slope:.4f} 1/K")
print(f"rate factor for +10 K = {jump_rate(T_one + 10) / target:.3f}")
print(f"jump length = {jump_nm:.2f} nm")
print(f"film thickness = {film_nm:.1f} nm, layers = {layers}")
print(f"D at one jump per second = {diffusivity:.5f} nm2/s")
print(f"continuum crossing time = {continuum:.1f} s")
for T in temperatures:
    r = jump_rate(T)
    print(f"T = {T:.2f} K: rate = {r:.3e} 1/s, "
          f"crossing = {crossing_solved(r):.3e} s")
print(f"ten years = {life:.4e} s")
print(f"barrier for ten years at 358 K = {E_need:.3f} eV")
print(f"model mass in cosine well = {mass / const.atomic_mass:.2f} u")
print(f"anharmonic factor = {c_anh:.4f}")
print(f"u = h f / kT = {u:.4f}")
print(f"tunnelling factor = {tunnel:.4f}")
print(f"quantized-well factor = {well_gain:.4f}")
print(f"total quantum factor = {c_quant:.4f}")
print(f"parabolic formula diverges at = {T_limit:.1f} K")
for name, T_case in cases:
    print(f"{name}: T = {T_case:.2f} K, shift = {T_case - T_one:+.2f} K")
fast_ratio = jump_rate(T_one, E_fast) / jump_rate(T_one)
print(f"fast-path rate gain at T_one = {fast_ratio:.1f}")
print("PASS")
```

Output:

```
prefactor = 1.0e+13 1/s
barrier = 1.00 eV
k = 8.617333e-05 eV/K
ln(prefactor / 1 per s) = 29.9336
T for one jump per second = 387.68 K
same in Celsius = 114.5 C
kT there = 0.03341 eV
success chance per attempt = 1.000e-13
mean wait from survival = 1.000000 s
chance of no jump in 1 s = 0.3679
rate at exactly 388 K = 1.0254 1/s
d ln(rate)/dT = 0.0772 1/K
rate factor for +10 K = 2.123
jump length = 0.25 nm
film thickness = 10.0 nm, layers = 40
D at one jump per second = 0.01042 nm2/s
continuum crossing time = 4800.0 s
T = 300.00 K: rate = 1.588e-04 1/s, crossing = 3.099e+07 s
T = 358.00 K: rate = 8.364e-02 1/s, crossing = 5.882e+04 s
T = 387.68 K: rate = 1.000e+00 1/s, crossing = 4.920e+03 s
T = 673.00 K: rate = 3.247e+05 1/s, crossing = 1.515e-02 s
ten years = 3.1558e+08 s
barrier for ten years at 358 K = 1.265 eV
model mass in cosine well = 7.72 u
anharmonic factor = 0.9914
u = h f / kT = 1.2380
tunnelling factor = 1.0668
quantized-well factor = 1.0651
total quantum factor = 1.1363
parabolic formula diverges at = 76.4 K
1e13 per exit, six exits: T = 365.78 K, shift = -21.89 K
prefactor ten times smaller: T = 419.98 K, shift = +32.31 K
barrier 0.05 eV higher: T = 407.06 K, shift = +19.38 K
barrier 0.05 eV lower: T = 368.29 K, shift = -19.38 K
half of crossings return: T = 396.87 K, shift = +9.19 K
anharmonic cosine well: T = 387.79 K, shift = +0.11 K
quantum correction: T = 386.01 K, shift = -1.66 K
fast path, 0.8 eV: T = 310.14 K, shift = -77.54 K
fast-path rate gain at T_one = 398.1
PASS
```
